# Effective defect formation energy for a Gaussian spread of amorphous sites: test program

```python
"""
Result under test: for site formation energies E distributed as a Gaussian
(mean m, standard deviation s), the dilute defect concentration is
    c = N_s * exp(-E_eff / kT),   E_eff = m - s**2 / (2 kT).
N_s: site density; k: Boltzmann constant; T: temperature; beta = 1/(kT).
The network is frozen, and defects are independent, at most one per site.
Also tested: Arrhenius slope, saturation, finite cells, shape and charging.
Energies are in eV, densities in cm^-3.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy.stats import gamma, norm

k_ev = const.k / const.e
mean_energy = 1.0
spread = 0.15
temperature = 600.0
site_density = 5.0e22
cell_sites = 64
channel_volume = 10e-4 * 10e-4 * 40e-7      # cm^3
electron_mass_ratio = 0.35
kT = k_ev * temperature
beta = 1.0 / kT
reduced_spread = beta * spread

z_grid = np.linspace(-14.0, 14.0, 28001)
z_step = z_grid[1] - z_grid[0]
z_weight = np.exp(-z_grid**2 / 2) / np.sqrt(2 * np.pi) * z_step


def site_average(function, mean=mean_energy, width=spread):
    """Average over the Gaussian site distribution by direct quadrature."""
    return np.sum(z_weight * function(mean + width * z_grid))


def dilute_average(b, mean=mean_energy):
    return site_average(lambda e: np.exp(-b * e), mean)


def full_average(b):
    return site_average(lambda e: expit(-b * e))


# Site occupancy from enumeration of every configuration of ten sites
rng = np.random.default_rng(12)
few_energies = rng.normal(0.1, spread, 10)
configurations = np.array(list(itertools.product([0, 1], repeat=10)))
boltzmann = np.exp(-beta * configurations @ few_energies)
enumerated = boltzmann @ configurations / boltzmann.sum()
assert np.allclose(enumerated, expit(-beta * few_energies), rtol=1e-10)

# Effective energy: quadrature against the closed formula
lowering = spread**2 / (2 * kT)
effective_energy = mean_energy - lowering
dilute_fraction = dilute_average(beta)
assert abs(-kT * np.log(dilute_fraction) - effective_energy) < 1e-10

# Energies of occupied sites and the entropy cost of their rarity
dominant_energy = mean_energy - spread**2 / kT
energies = mean_energy + spread * z_grid
occupied_weight = z_weight * np.exp(-beta * energies)
occupied_weight /= occupied_weight.sum()
occupied_mean = np.sum(occupied_weight * energies)
occupied_width = np.sqrt(np.sum(occupied_weight
                                * (energies - occupied_mean)**2))
rarity_cost = kT * np.sum(occupied_weight
                          * np.log(occupied_weight / z_weight))
assert abs(occupied_mean - dominant_energy) < 1e-9
assert abs(occupied_width - spread) < 1e-9
assert abs(rarity_cost - lowering) < 1e-9

# Arrhenius slope and intercept from finite differences in beta
step = 1e-3 * beta


def slope_of(log_fraction):
    return -(log_fraction(beta + step) - log_fraction(beta - step)) / (2 * step)


slope = slope_of(lambda b: np.log(dilute_average(b)))
full_slope = slope_of(lambda b: np.log(full_average(b)))
assert abs(slope - dominant_energy) < 1e-7
apparent_prefactor = dilute_fraction * np.exp(beta * slope)
assert abs(apparent_prefactor / np.exp(-reduced_spread**2 / 2) - 1) < 1e-5
entropy = 3 * k_ev
entropy_slope = slope_of(lambda b: np.log(
    dilute_average(b, mean_energy - entropy / (k_ev * b))))
assert abs(entropy_slope - dominant_energy) < 1e-7

# Saturation: full occupancy against the dilute law and its error bound
saturation = {}
for temp in (600.0, 400.0, 300.0, 200.0):
    b = 1 / (k_ev * temp)
    law_energy = mean_energy - b * spread**2 / 2
    full_fraction = full_average(b)
    ratio = full_fraction / np.exp(-b * law_energy)
    bound = np.exp(-b * mean_energy + 1.5 * (b * spread)**2)
    assert 0 < 1 - ratio < bound
    saturation[temp] = (law_energy, -np.log(full_fraction) / b, ratio, bound)
assert saturation[200.0][2] < 0.1
temperature_bound = 3 * spread**2 / (2 * mean_energy * k_ev)
temperature_zero = spread**2 / (mean_energy * k_ev)

# Finite cells: random independent sites
cell_count = 20000
normals = rng.standard_normal((cell_count, cell_sites))
cells = mean_energy + spread * normals
direct = -kT * np.log(np.mean(np.exp(-beta * cells), axis=1))
from_moments = cells.mean(axis=1) - beta * cells.var(axis=1, ddof=1) / 2
moment_error = np.sqrt(spread**2 / cell_sites
                       + beta**2 * spread**4 / (2 * (cell_sites - 1)))
assert abs(from_moments.std() / moment_error - 1) < 0.03
assert (abs(from_moments.mean() - effective_energy)
        < 5 * moment_error / np.sqrt(cell_count))
direct_low, direct_median, direct_high = np.percentile(direct, [5, 50, 95])
assert direct_median > effective_energy
share_too_high = np.mean(direct > effective_energy)
# Heavy tails need a milder spread, s = kT, for a reliable sampled variance
mild = np.mean(np.exp(-normals), axis=1)
mild_variance = mild.var() / np.exp(0.5)**2
assert abs(mild_variance / ((np.e - 1) / cell_sites) - 1) < 0.08
second_moment = site_average(lambda e: np.exp(-2 * beta * e))
single_variance = second_moment / dilute_fraction**2 - 1
assert abs(single_variance / np.expm1(reduced_spread**2) - 1) < 1e-8
cell_relative_error = np.sqrt(single_variance / cell_sites)
channel_sites = site_density * channel_volume
channel_relative_error = np.sqrt(single_variance / channel_sites)
sites_per_dominant = 1 / norm.cdf(-reduced_spread)

# Lower cutoff of the Gaussian at three standard deviations
cutoff = 3.0
cut_integral = quad(lambda z: norm.pdf(z)
                    * np.exp(-beta * (mean_energy + spread * z)),
                    -cutoff, 10, epsabs=0, epsrel=1e-10, limit=200)[0]
cut_shift = -kT * np.log(cut_integral / norm.cdf(cutoff)) - effective_energy
cut_formula = -kT * np.log(norm.cdf(cutoff - reduced_spread)
                           / norm.cdf(cutoff))
assert abs(cut_shift - cut_formula) < 1e-8


def skew_shift(skewness):
    """Shift of E_eff for a gamma distribution of the same mean and width."""
    shape = 4 / skewness**2
    scale = spread * abs(skewness) / 2
    z = np.linspace(max(-np.sqrt(shape), -14.0), 25.0, 60001)
    density = gamma.pdf(shape * scale + spread * z, shape, scale=scale)
    energy = mean_energy + np.sign(skewness) * spread * z
    average = np.trapezoid(density * np.exp(-beta * energy), z) * spread \
        if hasattr(np, "trapezoid") else \
        np.trapz(density * np.exp(-beta * energy), z) * spread
    return -kT * np.log(average) - effective_energy


def third_cumulant_shift(skewness):
    return beta**2 * skewness * spread**3 / 6


for small_skew in (0.01, -0.01):
    # The fourth cumulant changes the shift by about one percent here
    assert abs(skew_shift(small_skew)
               / third_cumulant_shift(small_skew) - 1) < 0.02
skew_up, skew_down = skew_shift(0.3), skew_shift(-0.3)

# Doubly charged vacancies with a self-consistent Fermi level
band_density = 2e-6 * (2 * np.pi * electron_mass_ratio * const.m_e * const.k
                       * temperature / const.h**2)**1.5


def charged_electrons(width, occupancy):
    def imbalance(fermi):
        vacancies = site_density * site_average(
            lambda e: occupancy(-beta * (e + 2 * fermi)), mean_energy, width)
        return np.log(band_density) + beta * fermi - np.log(2 * vacancies)
    fermi = brentq(imbalance, -0.8, 0.3, xtol=1e-13)
    return band_density * np.exp(beta * fermi)


n_spread = charged_electrons(spread, np.exp)
n_sharp = charged_electrons(0.0, np.exp)
charged_gain = n_spread / n_sharp
assert abs(charged_gain / np.exp(reduced_spread**2 / 6) - 1) < 1e-7
n_full = charged_electrons(spread, expit)
charged_gain_full = n_full / charged_electrons(0.0, expit)

concentration = site_density * dilute_fraction
sharp_concentration = site_density * np.exp(-beta * mean_energy)
width_error_shift = ((1.1 * spread)**2 - spread**2) / (2 * kT)

print(f"Mean formation energy: {mean_energy:.3f} eV")
print(f"Standard deviation of site energies: {spread:.3f} eV")
print(f"Anneal temperature: {temperature:.0f} K")
print(f"Oxygen site density: {site_density:.2e} cm^-3")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Spread over kT: {reduced_spread:.4f} (no unit)")
print(f"Lowering s^2/(2kT): {lowering:.4f} eV")
print(f"Effective formation energy: {effective_energy:.4f} eV")
print(f"Vacancy density without spread: {sharp_concentration:.3e} cm^-3")
print(f"Vacancy density with spread: {concentration:.3e} cm^-3")
print(f"Gain from spread: {concentration/sharp_concentration:.2f} (no unit)")
print(f"Mean energy of occupied sites: {occupied_mean:.4f} eV")
print(f"Width of occupied-site energies: {occupied_width:.4f} eV")
print(f"Entropy cost of rare sites: {rarity_cost:.4f} eV")
print(f"Arrhenius slope, dilute: {slope:.4f} eV")
print(f"Arrhenius slope, full occupancy: {full_slope:.4f} eV")
print(f"Apparent / true site density: {apparent_prefactor:.5f} (no unit)")
for temp, (law, full, ratio, bound) in saturation.items():
    print(f"{temp:.0f} K: E_eff law {law:.4f} eV, full {full:.4f} eV")
    print(f"{temp:.0f} K: full/dilute density {ratio:.5f}, "
          f"error bound {bound:.3e} (no unit)")
print(f"Temperature where error bound is one: {temperature_bound:.1f} K")
print(f"Temperature where dominant energy is zero: {temperature_zero:.1f} K")
print(f"Sites in simulation cell: {cell_sites} (count)")
print(f"Sites per one at or below dominant energy: "
      f"{sites_per_dominant:.0f} (count)")
print(f"Cell, relative error of direct average: "
      f"{cell_relative_error:.2f} (no unit)")
print(f"Cell, direct E_eff, median: {direct_median:.4f} eV")
print(f"Cell, direct E_eff, 5 to 95 percent: "
      f"{direct_low:.4f} to {direct_high:.4f} eV")
print(f"Cells with direct E_eff too high: {100*share_too_high:.1f} percent")
print(f"Cell, E_eff from mean and variance, average: "
      f"{from_moments.mean():.4f} eV")
print(f"Cell, its standard error by formula: {moment_error:.4f} eV")
print(f"Cell, its standard error sampled: {from_moments.std():.4f} eV")
print(f"Sites in transistor channel: {channel_sites:.2e} (count)")
print(f"Vacancies in channel: {concentration*channel_volume:.3e} (count)")
print(f"Channel, relative site-sampling error: "
      f"{channel_relative_error:.2e} (no unit)")
print(f"E_eff shift, cutoff at {cutoff:.0f} widths: {cut_shift:+.4f} eV")
print(f"E_eff shift, skewness +0.3: {skew_up:+.4f} eV")
print(f"E_eff shift, skewness -0.3: {skew_down:+.4f} eV")
print(f"Third-cumulant estimate, skewness +0.3: "
      f"{third_cumulant_shift(0.3):+.4f} eV")
print(f"Extra lowering if width is 10 percent larger: "
      f"{width_error_shift:.4f} eV")
print(f"Mean vacancy distance: {concentration**(-1/3)*1e7:.1f} nm")
print(f"Electron mass for charged case: {electron_mass_ratio:.2f} m_e")
print(f"Band density of states: {band_density:.3e} cm^-3")
print(f"Charged case, electron density, dilute: {n_spread:.3e} cm^-3")
print(f"Charged case, electron density, full: {n_full:.3e} cm^-3")
print(f"Charged case, gain from spread, dilute: {charged_gain:.3f} (no unit)")
print(f"Charged case, gain from spread, full: "
      f"{charged_gain_full:.3f} (no unit)")
print("finished without a failed check")
```

Running it gives:

```
Mean formation energy: 1.000 eV
Standard deviation of site energies: 0.150 eV
Anneal temperature: 600 K
Oxygen site density: 5.00e+22 cm^-3
Thermal energy kT: 0.05170 eV
Spread over kT: 2.9011 (no unit)
Lowering s^2/(2kT): 0.2176 eV
Effective formation energy: 0.7824 eV
Vacancy density without spread: 1.992e+14 cm^-3
Vacancy density with spread: 1.340e+16 cm^-3
Gain from spread: 67.24 (no unit)
Mean energy of occupied sites: 0.5648 eV
Width of occupied-site energies: 0.1500 eV
Entropy cost of rare sites: 0.2176 eV
Arrhenius slope, dilute: 0.5648 eV
Arrhenius slope, full occupancy: 0.5650 eV
Apparent / true site density: 0.01487 (no unit)
600 K: E_eff law 0.7824 eV, full 0.7825 eV
600 K: full/dilute density 0.99907, error bound 1.211e-03 (no unit)
400 K: E_eff law 0.6736 eV, full 0.6742 eV
400 K: full/dilute density 0.98357, error bound 5.458e-01 (no unit)
300 K: E_eff law 0.5648 eV, full 0.5707 eV
300 K: full/dilute density 0.79553, error bound 1.356e+05 (no unit)
200 K: E_eff law 0.3472 eV, full 0.4122 eV
200 K: full/dilute density 0.02309, error bound 1.403e+24 (no unit)
Temperature where error bound is one: 391.7 K
Temperature where dominant energy is zero: 261.1 K
Sites in simulation cell: 64 (count)
Sites per one at or below dominant energy: 538 (count)
Cell, relative error of direct average: 8.40 (no unit)
Cell, direct E_eff, median: 0.8239 eV
Cell, direct E_eff, 5 to 95 percent: 0.7281 to 0.8866 eV
Cells with direct E_eff too high: 79.9 percent
Cell, E_eff from mean and variance, average: 0.7822 eV
Cell, its standard error by formula: 0.0431 eV
Cell, its standard error sampled: 0.0427 eV
Sites in transistor channel: 2.00e+11 (count)
Vacancies in channel: 5.358e+04 (count)
Channel, relative site-sampling error: 1.50e-04 (no unit)
E_eff shift, cutoff at 3 widths: +0.0318 eV
E_eff shift, skewness +0.3: +0.0478 eV
E_eff shift, skewness -0.3: -0.0951 eV
Third-cumulant estimate, skewness +0.3: +0.0631 eV
Extra lowering if width is 10 percent larger: 0.0457 eV
Mean vacancy distance: 42.1 nm
Electron mass for charged case: 0.35 m_e
Band density of states: 1.470e+19 cm^-3
Charged case, electron density, dilute: 1.795e+18 cm^-3
Charged case, electron density, full: 1.780e+18 cm^-3
Charged case, gain from spread, dilute: 4.066 (no unit)
Charged case, gain from spread, full: 4.032 (no unit)
finished without a failed check
```
